# Dipole relaxation time of a sphere in a viscous liquid

## Problem

A polar molecule is dissolved at high dilution in a liquid. Model it as a rigid sphere of radius $a=0.25$ nm with a permanent dipole $\mu$ fixed in it. The liquid has viscosity $\eta=1$ mPa s and temperature $T=300$ K. It sticks to the surface of the sphere and is at rest far away.

1. Find the torque with which the liquid resists a slow, steady rotation of the sphere.
2. Find the rotational diffusion coefficient $D$ from the condition of thermal equilibrium.
3. Find the time $\tau_1$ in which the mean dipole direction decays by a factor $e$, and calculate it in picoseconds.
4. At what frequency does the dipole absorb most strongly from a weak alternating field?
5. Some experiments follow the second Legendre polynomial of the direction, $P_2(c)=(3c^2-1)/2$, instead of $c=\cos\theta$. Find its decay time $\tau_2$. How does $\tau_1/\tau_2$ change if the molecule turns by large jumps?
6. Estimate how far $\tau_1$ moves when the liquid slips at the surface, when the radius or viscosity is changed, when the solvent is polar, and when inertia is kept.

## Solution

### 1. The resisting torque

Let the sphere turn with angular velocity $\Omega$ about the $z$ axis. For slow, steady flow the inertia of the liquid can be dropped, and the velocity $\mathbf u$ and pressure $p$ obey

$$
\nabla\cdot\mathbf u=0,\qquad \eta\nabla^2\mathbf u=\nabla p .
$$

The liquid should circle the axis, so try

$$
\mathbf u=\Omega f(r)\,(-y,\;x,\;0).
$$

Its divergence is $\Omega (f'/r)(-xy+xy)=0$, as required. For the Laplacian, the product rule gives

$$
\nabla^2(xf)=x\left(f''+\frac{2f'}{r}\right)+2\frac{\partial f}{\partial x}
=x\left(f''+\frac{4f'}{r}\right),
$$

because $\partial f/\partial x=xf'/r$. The same holds with $y$ in place of $x$. A constant pressure therefore suffices if $f''+4f'/r=0$, that is, if $r^4f'$ is constant. Integration gives $f=C+A/r^3$. Rest at infinity requires $C=0$, and stick at the surface requires $f(a)=1$, so $A=a^3$. In spherical coordinates the velocity is

$$
u_\varphi=\Omega f r\sin\theta=\frac{\Omega a^3\sin\theta}{r^2}.
$$

A liquid turning rigidly has $u_\varphi/r$ independent of $r$ and is not sheared. The shear stress accordingly contains the change of this ratio:

$$
\sigma_{r\varphi}=\eta r\frac{\partial}{\partial r}\left(\frac{u_\varphi}{r}\right)
=-\frac{3\eta\Omega a^3\sin\theta}{r^3}
\;\longrightarrow\;-3\eta\Omega\sin\theta\quad (r=a).
$$

This is the force per area on the sphere, and the minus sign shows that it opposes the rotation. Its lever arm is $a\sin\theta$, and a ring between $\theta$ and $\theta+d\theta$ has area $2\pi a^2\sin\theta\,d\theta$. The pressure acts along the radius and exerts no torque. Hence

$$
N=-6\pi\eta a^3\Omega\int_0^\pi\sin^3\theta\,d\theta .
$$

With $c=\cos\theta$ the integral is $\int_{-1}^{1}(1-c^2)\,dc=4/3$, so

$$
N=-\zeta\Omega,\qquad \zeta=8\pi\eta a^3 .
$$

### 2. The diffusion coefficient

Collisions turn the molecule at random, and the same collisions cause the drag. Equilibrium in a field $E$ links the two effects. The energy is $-\mu E\cos\theta$, so the torque along increasing $\theta$ is $-\mu E\sin\theta$. When inertia is negligible, this torque produces the drift velocity $-\mu E\sin\theta/\zeta$. Let $f(\theta)$ now denote the density of dipole directions per solid angle. Its flux is the sum of diffusion and drift:

$$
J=-D\frac{\partial f}{\partial\theta}-\frac{\mu E\sin\theta}{\zeta}f .
$$

In equilibrium $J=0$ and $f\propto\exp(\mu E\cos\theta/k_BT)$, for which

$$
\frac{\partial f}{\partial\theta}=-\frac{\mu E\sin\theta}{k_BT}f .
$$

Insertion gives $D\mu E\sin\theta/k_BT=\mu E\sin\theta/\zeta$, and therefore

$$
D=\frac{k_BT}{\zeta}.
$$

The field has cancelled, so this coefficient also describes the motion without a field.

### 3. The dipole time

Switch the field off and let $\mathbf e$ be the unit vector along the dipole. In a short time $dt$ its tip moves by small angles $\delta_1$ and $\delta_2$ in two perpendicular directions. Over such a small patch the sphere of directions is flat, and the density of either displacement $s$ obeys $\partial f/\partial t=D\,\partial^2f/\partial s^2$. Multiplying by $s^2$ and integrating twice by parts gives $d\langle s^2\rangle/dt=2D$. Thus

$$
\langle\delta_1^2\rangle=\langle\delta_2^2\rangle=2D\,dt .
$$

The projection of the new direction on the old one is $1-(\delta_1^2+\delta_2^2)/2$ to leading order, with mean $1-2D\,dt$. Sideways displacements average to zero, since no sideways direction is preferred. The mean vector therefore shrinks without turning:

$$
\langle\mathbf e(t+dt)\rangle=(1-2D\,dt)\langle\mathbf e(t)\rangle,
\qquad
\langle\mathbf e(t)\rangle=\langle\mathbf e(0)\rangle e^{-2Dt}.
$$

The factor two in the exponent comes from the two directions in which the tip can move. The decay time is

$$
\tau_1=\frac{1}{2D}=\frac{\zeta}{2k_BT}=\frac{4\pi\eta a^3}{k_BT}=\frac{3\eta V}{k_BT},
\qquad V=\frac{4\pi a^3}{3}.
$$

This is the Stokes-Einstein-Debye time for a dipole. For the numbers, the radius must be cubed in metres:

$$
a^3=(0.25\times10^{-9}\ \text{m})^3=1.5625\times10^{-29}\ \text{m}^3 .
$$

The unit Pa s m³ equals J s, so

$$
\zeta=8\pi(1.0\times10^{-3})(1.5625\times10^{-29})\ \text{J s}
=3.927\times10^{-31}\ \text{J s}.
$$

With $k_BT=4.142\times10^{-21}$ J, the diffusion coefficient is $D=1.055\times10^{10}$ s⁻¹, and

$$
\tau_1=\frac{3.927\times10^{-31}\ \text{J s}}{2(4.142\times10^{-21}\ \text{J})}
=4.74\times10^{-11}\ \text{s}=47.4\ \text{ps}.
$$

The third digit belongs to the arithmetic of the model. Part 6 shows that a real molecule does not justify it.

### 4. The absorption frequency

Apply a weak field again. Since $\dot\theta=-\mu E\sin\theta/\zeta$ from drift, the drift changes $\cos\theta$ at the rate $-\sin\theta\,\dot\theta=\mu E\sin^2\theta/\zeta$. Diffusion contributes $-2D\langle\cos\theta\rangle$, so

$$
\frac{d\langle\cos\theta\rangle}{dt}
=-2D\langle\cos\theta\rangle+\frac{\mu E}{\zeta}\langle\sin^2\theta\rangle .
$$

To first order in the field, $\langle\sin^2\theta\rangle$ may be taken from the uniform distribution, where it is $2/3$. Write $E=E_0e^{-i\omega t}$, with the real part understood, and replace $1/\zeta$ by $D/k_BT$. The steady oscillation then satisfies

$$
(2D-i\omega)\langle\cos\theta\rangle=\frac{2D}{3}\frac{\mu E}{k_BT},
\qquad
\langle\cos\theta\rangle=\frac{\mu E}{3k_BT}\,\frac{1}{1-i\omega\tau_1}.
$$

At low frequency the dipoles follow the field. At high frequency they hardly turn within one period. The absorptive part is proportional to the imaginary part of the last fraction,

$$
\frac{\omega\tau_1}{1+\omega^2\tau_1^2}.
$$

Its derivative with respect to $\omega\tau_1$ has the numerator $1-\omega^2\tau_1^2$, which changes from positive to negative at $\omega\tau_1=1$. The maximum therefore lies at

$$
f_{\text{peak}}=\frac{1}{2\pi\tau_1}=3.36\ \text{GHz}.
$$

This is the maximum of the dielectric loss, not of the absorbed power at fixed field amplitude, which carries a further factor $\omega$. In this model that power rises towards a plateau, so the question of strongest absorption has a definite answer when it refers to the loss.

The result describes independent dipoles. In a pure polar liquid, neighbouring dipoles are correlated and act on one another through their fields, so the measured dielectric time need not equal $\tau_1$.

### 5. The second-rank time and large jumps

Let $c=\mathbf e\cdot\mathbf n$ be the projection on a fixed axis $\mathbf n$. Choose $\delta_1$ along the sideways direction that leads towards $\mathbf n$. After a small step,

$$
c'=c\left(1-\frac{\delta_1^2+\delta_2^2}{2}\right)+\delta_1\sqrt{1-c^2}.
$$

Square this, keep terms up to second order in the angles, and average:

$$
\langle c'^2\rangle=c^2(1-4D\,dt)+2D\,dt\,(1-c^2)
=c^2+2D\,dt\,(1-3c^2).
$$

Since $1-3c^2=-2P_2(c)$, and $P_2$ changes by $3/2$ times the change of $c^2$,

$$
\frac{d\langle P_2\rangle}{dt}=\frac32\,2D\,(-2\langle P_2\rangle)=-6D\langle P_2\rangle,
\qquad
\tau_2=\frac{1}{6D}=\frac{\tau_1}{3}=15.8\ \text{ps}.
$$

The molecule moves in the same way in both cases. The second polynomial varies more rapidly with angle and is therefore blurred sooner. A measured time must be compared with the formula for the quantity that was followed.

Now replace the small steps by jumps at a rate $\nu$, each through a fixed angle $\delta$ in a random sideways direction. If $\varphi$ is the angle of that direction,

$$
c'=c\cos\delta+\sqrt{1-c^2}\,\sin\delta\cos\varphi .
$$

Averaging over $\varphi$ gives $\langle c'\rangle=c\cos\delta$ and

$$
\langle c'^2\rangle=c^2\cos^2\delta+\tfrac12(1-c^2)\sin^2\delta .
$$

Substitute $\sin^2\delta=1-\cos^2\delta$ to find the new $P_2$:

$$
\frac{3\langle c'^2\rangle-1}{2}
=\frac{9c^2\cos^2\delta-3c^2-3\cos^2\delta+1}{4}
=P_2(c)\,P_2(\cos\delta).
$$

Each jump thus removes the fraction $1-\cos\delta$ of the first polynomial and $1-P_2(\cos\delta)=\frac32(1-\cos^2\delta)$ of the second. The decay rates are

$$
\frac1{\tau_1}=\nu(1-\cos\delta),\qquad
\frac1{\tau_2}=\frac{3\nu}{2}(1-\cos\delta)(1+\cos\delta),
$$

and their ratio is

$$
\frac{\tau_1}{\tau_2}=\frac32(1+\cos\delta).
$$

For small jumps it tends to 3, the diffusive value. For jumps of 60° it is 2.25. A ratio below 3 is thus compatible with large jumps, but does not prove them: the measured ratio may also depart from 3 because one of the two times contains collective effects. In the jump model viscosity fixes neither $\nu$ nor $\delta$, so the value of 47.4 ps no longer follows.

### 6. What moves the result

**Slip.** Suppose that the liquid at the surface lags behind the sphere by a slip length $b$ times the local shear rate. The flow keeps its form, $u_\varphi=A\Omega\sin\theta/r^2$, but the surface condition becomes

$$
\frac{A\Omega\sin\theta}{a^2}-\Omega a\sin\theta
=b\left[r\frac{\partial}{\partial r}\left(\frac{u_\varphi}{r}\right)\right]_{r=a}
=-\frac{3bA\Omega\sin\theta}{a^3}.
$$

Solving for $A$ gives $A=a^3/(1+3b/a)$. The stress is proportional to $A$, so the drag and $\tau_1$ are both divided by $1+3b/a$. For a trial value $b=0.1$ nm the divisor is 2.2, and $\tau_1$ falls to 21.5 ps. For perfect slip, $b\to\infty$, a sphere feels no viscous torque. The formula then gives $\tau_1\to0$, but its derivation fails before that limit, because a nearly free molecule turns through large angles before it forgets its angular velocity.

**Radius and viscosity.** The time varies as $a^3$. With all else fixed, a radius 10% smaller gives 34.6 ps and one 10% larger gives 63.1 ps. The dependence on viscosity is linear: a rough value for water near 300 K, 0.85 mPa s, gives 40 ps.

**Dielectric friction.** A dipole polarizes the solvent, which acts back on it with a reaction field. Place a rigid point dipole at the centre of an empty cavity of radius $a$ in a solvent of relative permittivity $\varepsilon$. Apart from the common factor $\mu\cos\theta/(4\pi\varepsilon_0)$, the potentials are

$$
\frac1{r^2}-\frac{gr}{a^3}\quad(r<a),\qquad \frac{B}{r^2}\quad(r>a).
$$

The term with $g$ is the reaction field, of strength $g\mu/(4\pi\varepsilon_0a^3)$ along the dipole. Continuity of the potential requires $1-g=B$. Continuity of the normal displacement requires $2+g=2\varepsilon B$. Eliminating $B$ gives

$$
g=\frac{2(\varepsilon-1)}{2\varepsilon+1},\qquad
\frac{dg}{d\varepsilon}=\frac{6}{(2\varepsilon+1)^2}.
$$

A field parallel to the dipole exerts no torque. If the dipole turns at a rate $\Omega$, however, the solvent responds late. For a solvent with a single relaxation time $\tau_D$,

$$
\varepsilon(\Omega)=\varepsilon_\infty+\frac{\varepsilon_s-\varepsilon_\infty}{1-i\Omega\tau_D}
\approx\varepsilon_s+i(\varepsilon_s-\varepsilon_\infty)\Omega\tau_D
\qquad(\Omega\tau_D\ll1).
$$

The imaginary part of $g$ gives the component of the field perpendicular to the dipole, on the lagging side. Multiplying this component by $\mu$ gives the retarding torque, and division by $\Omega$ gives the extra drag:

$$
\zeta_d=\frac{\mu^2}{4\pi\varepsilon_0a^3}\,
\frac{6(\varepsilon_s-\varepsilon_\infty)\tau_D}{(2\varepsilon_s+1)^2}.
$$

Take $\mu=3$ D and the rough water-like values $\varepsilon_s=78$, $\varepsilon_\infty=5$ and $\tau_D=8$ ps. Then $\zeta_d$ is 2.1% of $\zeta$ and adds 0.99 ps to $\tau_1$. Inserting $\varepsilon(\Omega)$ into $g$ shows that the reaction field itself relaxes in the time $\tau_D(2\varepsilon_\infty+1)/(2\varepsilon_s+1)\approx0.6$ ps, which is much shorter than $\tau_1$, so the assumption of slow rotation is adequate. The result is still only an estimate, because it leaves out the polarizability of the solute and hydrogen bonds.

The small percentage belongs to a solvent that relaxes quickly. For rough ethanol-like values, $\varepsilon_s=24$, $\varepsilon_\infty=4.2$ and $\tau_D=160$ ps, the same formula makes $\zeta_d$ slightly larger than $\zeta$. The reaction field then relaxes in about 30 ps, which is no longer short compared with $\tau_1$, so the formula shows only that dielectric friction cannot be neglected in such a solvent.

**Inertia.** A uniform sphere of mass $m$ has moment of inertia $I=\frac25ma^2$. Without a field $I\dot\Omega=-\zeta\Omega$ on average, so its angular velocity is forgotten in the time $\tau_\omega=I/\zeta$. For $m=58$ u this is 6.1 fs. Rotation about a fixed axis shows the size of the effect. There equipartition gives $\langle\Omega^2\rangle=k_BT/I$, so the velocity correlation is $(k_BT/I)e^{-t/\tau_\omega}$. Integrating it twice over time gives the mean square angle

$$
\langle\Delta\phi^2\rangle=2D\left[t-\tau_\omega(1-e^{-t/\tau_\omega})\right].
$$

The angle is Gaussian, so $\langle\cos\Delta\phi\rangle=\exp(-\langle\Delta\phi^2\rangle/2)$. Let $\gamma=D\tau_\omega$ and expand for small $\gamma$. To first order in $\gamma$, the area under this correlation is

$$
\int_0^\infty e^{-Dt}\left[1+\gamma(1-e^{-t/\tau_\omega})\right]dt
=\frac{1+\gamma+O(\gamma^2)}{D}.
$$

The relative change is close to $\gamma$, here 0.0065%. The three-dimensional coefficient has not been derived, but the estimate shows that the scale of the effect is negligible here.

The liquid also needs time to establish its steady flow. Comparing the omitted term $\rho\,\partial\mathbf u/\partial t$ with $\eta\nabla^2\mathbf u$ over a distance $a$ gives the time $\rho a^2/\eta$. For $\rho=1000$ kg/m³ it is 62 fs, or 0.13% of $\tau_1$. This supports the use of steady drag for $\tau_1$. The same time is longer than $\tau_\omega$, however, so steady drag does not describe the loss of angular velocity accurately, and the values 6.1 fs and 0.0065% count the inertia of the solute alone. The steady flow of part 1 carries the kinetic energy $\frac12\rho\int u_\varphi^2\,dV=\frac12\left(\frac{8\pi}{3}\rho a^5\right)\Omega^2$, so for slow changes the liquid adds the moment of inertia $\frac{8\pi}{3}\rho a^5$. Division by $\zeta$ gives $\rho a^2/3\eta\approx21$ fs, which exceeds $\tau_\omega$ and raises the fixed-axis estimate to about 0.03%. Both times are so short compared with $\tau_1$ that inertia remains negligible here.

**The real case.** The chosen sphere has a volume of 0.065 nm³, roughly the van der Waals volume of an acetone molecule (the volume per molecule in liquid acetone, about 0.12 nm³, would give 89 ps), and the mass and dipole used above are rough values for acetone. Such a molecule is neither spherical nor much larger than the solvent molecules around it. Neither the continuous liquid nor the stick condition can therefore be taken for granted, even in a water-like solvent. The trial slip length alone lowers the time by more than half, whereas inertia and dielectric friction change it by at most a few per cent in the estimates for that solvent. In a slowly relaxing polar solvent, dielectric friction can matter as much as slip. The effect of the non-spherical shape has not been calculated; it would give different drags about different axes. For a real solute of this size, 47 ps is best read as the stick prediction for the stated radius. The slip length of 0.1 nm is an assumed value, so the factor of two it gives illustrates the sensitivity and is neither an estimate nor a bound; a larger slip length would shorten the time further.
